Why precession frequency falls in in-plane films and rises in normal ones

A magnetic film with μ0Ms = 1 T sits in a field of 1.5 T along its normal. A small precession of its magnetization runs at 14.01 GHz. When the precession grows until its path encloses one hundredth of the sphere of directions, the frequency has risen by 560 MHz. Now turn the same field into the film plane. The small precession runs at 54.27 GHz, and when its path encloses the same hundredth of the sphere, the frequency has fallen by 197 MHz. Film, field strength and enclosed fraction are the same; the direction of the field alone has reversed the sign of the shift.

**The model**

Let the film be magnetized uniformly, with M = Ms m and |m| = 1, and let z be its normal. The applied field H points along a unit vector n. A thin film magnetized across its thickness carries magnetic charge on its faces, which produces the demagnetizing field −Ms m_z along z. The energy density of this field is −(μ0/2) M·H_demag = μ0Ms² m_z²/2; the factor 1/2 is there because the magnetization interacts with its own field. The Zeeman energy density is −μ0 M·H. In units of μ0Ms², with h = H/Ms, the total is

ε = −h m·n + d m_z²/2.

A bare film has d = 1. The letter is kept because a perpendicular anisotropy energy −K m_z² has the same form and changes d to 1 − 2K/(μ0Ms²). It also labels every effect of demagnetization in what follows.

The magnetization obeys dM/dt = −γμ0 M × H_eff, with γ > 0. Measured in units of Ms, the effective field is

b = −∂ε/∂m = h n − d m_z z.

With ω_M = γμ0Ms and the dimensionless time τ = ω_M t,

dm/dτ = −m × b.

With the free-electron value of γ, this film has ω_M/2π = 28.025 GHz. A metallic film with g ≈ 2.1 has all frequencies and shifts quoted here about 5 percent higher. I write Ω = ω/ω_M for dimensionless frequencies. The energy is conserved, since dε/dτ = −b·dm/dτ = b·(m × b) = 0, so each orbit follows a contour of ε on the sphere. The oscillations studied here run around closed contours that pass through no equilibrium point.

**Frequency as a slope of energy**

Use polar angles about the field direction: θ from n, and φ around n. Since b = −∇ε, the equation of motion reads dm/dτ = m × ∇ε. The unit vectors satisfy m × e_θ = e_φ and m × e_φ = −e_θ, so its components are

sin θ dφ/dτ = ∂ε/∂θ, dθ/dτ = −(1/sin θ) ∂ε/∂φ.

Replace θ by s = (1 − cos θ)/2, for which ds = (1/2) sin θ dθ. Then

dφ/dτ = (1/2) ∂ε/∂s, ds/dτ = −(1/2) ∂ε/∂φ.

These are Hamilton's equations for the pair (φ, s) with Hamiltonian 𝓗 = ε/2.

As amplitude, take the fraction p of the sphere that the orbit encloses around n. The solid angle is ∮(1 − cos θ)dφ = 2∮s dφ, and division by 4π gives

p = (1/2π) ∮ s dφ.

So 2πp is the area enclosed in the phase plane. Compare two neighbouring orbits whose Hamiltonians differ by δ𝓗. The strip between them has width δ𝓗/|∇𝓗|, and the phase point moves along it with speed |∇𝓗|. In a time dτ it therefore passes an area δ𝓗 dτ, and in a full period T the area is T δ𝓗. Hence 2π δp = T δ𝓗, or

Ω = 2π/T = d𝓗/dp = (1/2) dε/dp.

An oscillator whose energy is a straight line in p keeps its frequency at every amplitude. A frequency shift is curvature of the energy. Convex energy means a rising frequency and concave energy a falling one.

The Zeeman part of 𝓗 is −h cos θ/2 = −h/2 + hs. Taken alone it gives a precession at Ω = h for every amplitude. All curvature must then come from demagnetization.

**The normal film**

Let n = z and h > d, so that the magnetization at rest stands along the field. (For a bare film with h < 1 the rest state is tilted, and the formulas below do not describe small motion about it.) The energy depends on θ alone, orbits are circles, s is constant on each, and p = s. With m_z = 1 − 2p,

ε = −h(1 − 2p) + d(1 − 2p)²/2.

Half the derivative is

Ω = h − d(1 − 2p) = h − d + 2dp.

No approximation has been made, so this holds for any cone angle. The demagnetizing field opposes the applied one and is proportional to m_z. As the magnetization tilts, m_z falls, the opposition weakens, and precession speeds up.

In the example h = 1.5 and d = 1. The small-amplitude frequency is 0.5 × 28.025 = 14.01 GHz, and the slope is 2 × 28.025 = 56.05 GHz per unit p. At p = 0.01 the rise is 0.560 GHz. The cone angle there follows from cos θ = 1 − 0.02 and is 11.5°.

**The in-plane film**

Let n = x with h > 0, and measure φ from y towards z. The demagnetizing energy now depends on φ, the orbits are flattened, and s varies along them. It helps to use Cartesian coordinates in phase space,

Q = √(2s) cos φ, P = √(2s) sin φ, s = (Q² + P²)/2.

The area element is dQ dP = ds dφ, so the area enclosed in the (Q, P) plane is again 2πp. The motion keeps its Hamiltonian form, with dP/dτ = ∂𝓗/∂Q and dQ/dτ = −∂𝓗/∂P; the signs are those of rotation from Q towards P, as for φ growing.

The part of m transverse to x has length sin θ = √(1 − (1 − 2s)²) = 2√(s(1 − s)). Therefore

m_x = 1 − 2s, m_y = √2 Q √(1 − s), m_z = √2 P √(1 − s).

The factor √(1 − s) is the geometry of the sphere: a transverse component cannot keep growing in proportion to its phase-space coordinate. The demagnetizing part of 𝓗 is d m_z²/4 = dP²(1 − s)/2, and so

𝓗 = −h/2 + [hQ² + (h + d)P²]/2 − dP²(Q² + P²)/4.

This expression is complete, with no higher terms dropped.

The quadratic part gives dP/dτ = hQ and dQ/dτ = −(h + d)P. Differentiating once more gives d²Q/dτ² = −h(h + d)Q, so the small-amplitude frequency is

Ω0 = √(h(h + d)).

Demagnetization raises this above h, because it adds stiffness against motion out of the plane. The quartic part is negative for d > 0: at larger amplitude, that stiffening costs less energy than the quadratic law predicts.

To obtain the shift, write the linear orbit with action J and angle ψ:

Q = √(2J) r cos ψ, P = (√(2J)/r) sin ψ, r⁴ = (h + d)/h.

The choice of r makes hr² = (h + d)/r² = Ω0, so the quadratic part of 𝓗 equals Ω0 J for every ψ. The same J and ψ serve as coordinates for the true orbit, on which J varies with ψ. Let E = 𝓗 + h/2 be its energy above the minimum and 𝓗4 the quartic term. Then

Ω0 J(ψ) = E − 𝓗4(J, ψ).

The enclosed area is ∫J dψ = 2πp, so the average of J over ψ is p. Averaging the equation gives

E = Ω0 p + ⟨𝓗4⟩.

Inside 𝓗4, which is of second order in J, J may be replaced by p with an error of order p³. The two averages needed are, from ⟨cos²ψ sin²ψ⟩ = 1/8 and ⟨sin⁴ψ⟩ = 3/8,

⟨Q²P²⟩ = 4p²/8 = p²/2,

⟨P⁴⟩ = (4p²/r⁴)(3/8) = (3p²/2) h/(h + d).

Their sum is p²(4h + d)/(2(h + d)). Multiplication by −d/4 gives

⟨𝓗4⟩ = −d p²(4h + d)/(8(h + d)).

Finally, Ω = dE/dp:

Ω = √(h(h + d)) − p d(4h + d)/(4(h + d)) + O(p²).

For d = 1 and any h > 0 the coefficient of p is negative, so the frequency falls as the amplitude begins to grow.

At 1.5 T, Ω0 = √(1.5 × 2.5) = 1.936, which gives 54.27 GHz. The coefficient is −7/(4 × 2.5) = −0.7, or −19.6 GHz per unit p, and the predicted shift at p = 0.01 is −196 MHz. Direct integration of the equation of motion gives −197 MHz.

**One cause, two signs**

Field alone would give Ω = h at every amplitude. The difference Ω − h is what demagnetization contributes. In the normal film it is −d(1 − 2p), which is negative and shrinks in size as p grows from zero towards 1/2. In the in-plane film it starts at √(h(h + d)) − h, which is positive, and it also shrinks as p begins to grow. In both films, enlarging a small orbit weakens the influence of demagnetization on the frequency. Weakening a negative contribution raises the frequency; weakening a positive one lowers it.

This account can be put at risk by changing d. With d = 0, a numerical orbit of large amplitude keeps the frequency h. With d < 0, when perpendicular anisotropy outweighs demagnetization, the formulas predict that both signs reverse: the coefficient 2d becomes negative, and the in-plane coefficient becomes positive, since an in-plane rest state then needs h > |d| and both h + d and 4h + d are positive. Orbits integrated at h = 0.5 and d = −0.2 confirm both reversals. The contrast between normal and in-plane films, as first described, therefore belongs to films in which demagnetization wins. A normally magnetized film held up by strong perpendicular anisotropy has a frequency that falls with amplitude.

**Strong and weak in-plane fields**

When h is much larger than d, the in-plane coefficient tends to −d. This can be found without the canonical variables. A strong field forces a nearly circular precession about x, for which the average of m_z² is half of the transverse part:

⟨m_z²⟩ = (1 − m_x²)/2 = [1 − (1 − 2p)²]/2 = 2p(1 − p).

The average demagnetizing energy is then dp(1 − p), a concave function, and half the derivative of the total energy is

Ω ≈ h + d/2 − dp.

In a strong field the in-plane shift is thus half as large as the normal-film shift 2dp, and opposite in sign.

When h is much smaller than d, the film becomes a pendulum. Let β be the angle of m from x within the plane, with m_z small. The components of the equation of motion are

dm_y/dτ = −(h + d m_x)m_z, dm_z/dτ = h m_y.

With m_x ≈ cos β and m_y ≈ sin β, and with h neglected beside d m_x, the first gives dβ/dτ = −d m_z. (Where cos β is small, the remaining component, dm_x/dτ = d m_y m_z, gives the same dβ/dτ.) The second then yields

d²β/dτ² = −hd sin β.

For a swing of amplitude Φ, expand sin β ≈ β − β³/6 and insert β = Φ cos(Ωτ). The part of cos³ at the fundamental frequency is (3/4)cos, so Ω² = hd(1 − Φ²/8), a relative frequency shift of −Φ²/16.

The general formula must agree. A small orbit is an ellipse with half-angles Φ in the plane and Θ out of it. Its solid angle is πΦΘ, so p = ΦΘ/4. The linear orbit has Θ/Φ = 1/r² = √(h/(h + d)). Inserting this p into the shift and dividing by Ω0 gives

(Ω − Ω0)/Ω0 ≈ −Φ² d(4h + d)/(16(h + d)²),

which becomes −Φ²/16 for h ≪ d. The softening of an in-plane film in a weak field is that of a pendulum, whose restoring torque grows more slowly than its angle.

**How far the linear law reaches**

An in-plane field of 0.1 T gives Ω0 = √(0.1 × 1.1) = 0.3317, or 9.295 GHz, and a coefficient of −1.4/4.4 = −0.318, or −8.92 GHz per unit p. At p = 0.01 the law predicts a shift of −89.2 MHz; integration gives −89.6 MHz. The orbit is flat: it reaches 20.9° from the field within the plane but rises only 6.3° out of it. Equal p does not mean equal angles, which matters when films are compared by the angle they swing through.

At a swing of 40° the integrated frequency is 8.970 GHz and the linear law gives 8.975 GHz. At 100° the values are 7.33 and 7.54 GHz. The error is then about 3 percent of the frequency, but about 11 percent of the shift itself. The frequency decreases from each listed swing to the next, and the linear law underestimates the fall.

**What the spin torque does**

In an oscillator the orbit is maintained by a current. Take a damping α and a spin torque of constant strength a, polarized along the field axis and directed against the damping:

dm/dτ = −m × b − α m × (m × b) + a m × (m × n).

The energy changes at the rate −b·dm/dτ. Using b·[m × (m × v)] = −(m × b)·(m × v) for v = b and v = n,

dε/dτ = −α|m × b|² + a(m × b)·(m × n).

Over a balanced cycle the two terms cancel, which fixes

a/α = ∮|m × b|²dτ / ∮(m × b)·(m × n)dτ.

For weak damping the integrals may be taken along the undamped orbit. The torque then selects p, and the energy determines the frequency. A change of period linear in α is excluded by symmetry. For the in-plane film, run time backwards and reverse m_z: the precession term is unchanged, while α and a change sign. A balanced cycle started at m_z = 0 closes up to order α², so to that order its duration is the same for α and −α. For the normal film the same argument works with m_y reversed. At α = 0.005 and p = 0.01, the driven in-plane film at 0.1 T runs at 9.2050 GHz, against 9.2053 GHz without damping and torque. The difference is far below the nonlinear shift.

Whether the balanced orbit is stable at fixed current is a separate matter. If the required a/α rises with p, an orbit that grows slightly finds too little torque and shrinks back. If it falls with p, the orbit runs away from balance.

In the normal film b = (h − d m_z)n, so the ratio of integrals is h − d m_z = Ω. It rises from 0.50 at p → 0 to 0.52 at p = 0.01: the orbit is stable, and more current means a higher frequency. (For d < 0 the same ratio falls with p, and the balanced orbit of a normally magnetized film is unstable under this torque.) In the plane at 0.1 T the ratio rises from 0.600 to 0.605, so the orbit is again stable as long as the magnetization stays uniform, and more current means a lower frequency.

In the plane at 1.5 T the ratio falls from 2.0000 to 1.9935. The orbit can be balanced, but with this constant torque it is not stable. The strong-field limit shows why. Write b = h n − d m_z z. To first order in d/h, the ratio is h plus the average of d m_x m_z² divided by 1 − m_x². With ⟨m_z²⟩ = (1 − m_x²)/2 this gives h + d m_x/2 = h + d/2 − dp, the same expression as the frequency in that limit, and it falls as p grows. The 197 MHz drop is thus a property of the orbit, and a steady oscillation at fixed current will not settle on it under this constant torque. A torque or damping with a different dependence on amplitude could make the orbit stable.

The model leaves out spatial variation of the magnetization, heating, and any field produced by the current. Each could add a shift of its own. In an extended film with the field in its plane, at 0.1 T as well as at 1.5 T, a uniform precession at p = 0.01 can also break up into spin waves. A torque that balances the damping across the whole film cancels it for those spin waves too, so damping does not protect the orbit; the stability found at 0.1 T applies to samples small enough to stay uniform. The signs derived here are those of demagnetization in a uniform film at fixed applied field; the numerical output below gives the values for all three states.

Values computed for the example and the checks

```
mu0 Ms = 1.0 T, Ms = 795.8 kA/m
gamma = 1.76086e+11 rad/(s T)
omega_M/(2 pi) = 28.025 GHz
reference amplitude p = 0.01, damping in driven test = 0.005
NORMAL, 1.5 T
  small-amplitude frequency = 14.0125 GHz
  shift coefficient: formula 2.0000, measured 2.0000 (units omega_M)
  shift coefficient = 56.050 GHz per unit p
  frequency at p=0.01: formula 14.5730, integrated 14.5730 GHz
  integrated shift = 560.5 MHz
  driven, damped cycle frequency = 14.5730 GHz
  largest angle from field axis = 11.48 deg
  torque/damping ratio a/alpha: p->0 0.5000, p=0.01 0.5200, p=0.02 0.5400
IN-PLANE, 0.1 T
  small-amplitude frequency = 9.2948 GHz
  shift coefficient: formula -0.3182, measured -0.3182 (units omega_M)
  shift coefficient = -8.917 GHz per unit p
  frequency at p=0.01: formula 9.2057, integrated 9.2053 GHz
  integrated shift = -89.6 MHz
  driven, damped cycle frequency = 9.2050 GHz
  largest angle from field axis = 20.93 deg
  largest angle out of plane = 6.29 deg
  torque/damping ratio a/alpha: p->0 0.6000, p=0.01 0.6046, p=0.02 0.6094
IN-PLANE, 1.5 T
  small-amplitude frequency = 54.2701 GHz
  shift coefficient: formula -0.7000, measured -0.7000 (units omega_M)
  shift coefficient = -19.617 GHz per unit p
  frequency at p=0.01: formula 54.0739, integrated 54.0735 GHz
  integrated shift = -196.6 MHz
  driven, damped cycle frequency = 54.0735 GHz
  largest angle from field axis = 13.04 deg
  largest angle out of plane = 10.10 deg
  torque/damping ratio a/alpha: p->0 2.0000, p=0.01 1.9935, p=0.02 1.9870
IN-PLANE, 0.1 T, large swings: angle (deg), p, integrated, formula (GHz)
   10  0.00229  9.2744  9.2744
   20  0.00913  9.2131  9.2134
   40  0.03589  8.9696  8.9748
   60  0.07840  8.5695  8.5958
   80  0.13351  8.0205  8.1044
  100  0.19685  7.3311  7.5395
```
